# Angular momentum in d dimensions and interdimensional degeneracy

## A special case: p waves in three dimensions

Take a particle in three dimensions in a central potential \(V(r)\), in a state \(\psi=zS(r)\). This is a state with \(l=1\). Since \(\nabla^2 z=0\), \(\nabla z\) is the unit vector along \(z\), and \(\partial_zS=(z/r)S'\), the product rule gives

\[
\nabla^2(zS)=z\nabla^2S+2\,\partial_zS
=z\left(S''+\frac2rS'\right)+\frac{2z}{r}S'
=z\left(S''+\frac4rS'\right).
\]

In \(d\) dimensions the Laplacian of a function of \(r\) alone is \(S''+(d-1)S'/r\). The bracket is therefore the Laplacian of a spherically symmetric function in five dimensions. After division by \(z\), the Schrödinger equation for a p wave in three dimensions is that of an s wave in five, with the same \(V(r)\) and the same energy. The factor \(z\) has been exchanged for two extra dimensions.

## Conventions and theorem

Let \(d\ge2\) be an integer and \(\hbar=m=1\). Define

\[
L_{ij}=-i(x_i\partial_j-x_j\partial_i),\qquad
L^2=\sum_{i<j}L_{ij}^2,\qquad
D=\sum_i x_i\partial_i=r\partial_r .
\]

The potential \(V(r)\) is real and continuous for \(r>0\), bounded below at large \(r\), and near the origin satisfies \(|V|\le Cr^{-2+\epsilon}\) for some \(C,\epsilon>0\). In \(d=2\) the label \(l\) means \(|m|\), where the angular functions are \(e^{im\varphi}\).

**Theorem.**

(a) The eigenvalues of \(L^2\) on the unit sphere are \(l(l+d-2)\), \(l=0,1,2,\dots\). Their degeneracies are \(g(d,0)=1\) and

\[
g(d,l)=\frac{(2l+d-2)\,(l+d-3)!}{l!\,(d-2)!}\qquad(l\ge1).
\]

(b) If \(\psi=R(r)Y\), with \(Y\) in the eigenspace \(l\), then \(u=r^{(d-1)/2}R\) obeys

\[
-\frac12u''+\left[\frac{\Lambda^2-\frac14}{2r^2}+V(r)\right]u=Eu,
\qquad \Lambda=l+\frac{d-2}{2}.
\]

(c) For \(l\ge1\) this equation is unchanged by \((d,l)\to(d+2,l-1)\) with \(V\) the same function of \(r\). The bound radial energies coincide, and the radial functions can be normalized so that \(R_{d,l}=r\,R_{d+2,l-1}\).

It is the equation for \(u\) that is unchanged. The equation for \(R\) changes, as the factor \(r\) shows.

## Lemma 1: the Lie algebra

\[
[L_{ij},L_{kl}]=i(\delta_{ik}L_{jl}+\delta_{jl}L_{ik}-\delta_{il}L_{jk}-\delta_{jk}L_{il}),
\qquad [L^2,L_{kl}]=0 .
\]

*Proof.* Put \(E_{ij}=x_i\partial_j\) and \(A_{ij}=E_{ij}-E_{ji}\), so that \(L_{ij}=-iA_{ij}\). From \([\partial_j,x_k]=\delta_{jk}\),

\[
[E_{ij},E_{kl}]=\delta_{jk}E_{il}-\delta_{il}E_{kj}.
\]

Expanding \([E_{ij}-E_{ji},E_{kl}-E_{lk}]\) into four such commutators and collecting equal deltas gives

\[
[A_{ij},A_{kl}]=\delta_{jk}A_{il}+\delta_{il}A_{jk}-\delta_{jl}A_{ik}-\delta_{ik}A_{jl}.
\]

Now \([L_{ij},L_{kl}]=-[A_{ij},A_{kl}]\) and \(A=iL\), which gives the first claim. These are the relations of \(so(d)\).

For the second claim write \(L^2=\frac12\sum_{ij}L_{ij}L_{ij}\) and \(M_{kl}=\sum_jL_{kj}L_{jl}\). Inserting the commutator and using \(L_{ij}=-L_{ji}\),

\[
\sum_{ij}L_{ij}[L_{ij},L_{kl}]=2i(M_{kl}-M_{lk}),\qquad
\sum_{ij}[L_{ij},L_{kl}]L_{ij}=2i(M_{lk}-M_{kl}).
\]

Half their sum is \([L^2,L_{kl}]\), and it vanishes. ∎

So \(L^2\) is a Casimir operator: rotating an eigenfunction leaves its eigenvalue unchanged. For \(d\ge3\) the \(L_{ij}\) cannot all commute within an eigenspace of nonzero eigenvalue: the relations above would then make every \(L_{ij}\) vanish there, and \(L^2\) with them. Rotations therefore mix the states of such an eigenspace, whatever basis is chosen. For \(d=2\) a rotation only multiplies \(e^{\pm il\varphi}\) by a phase, and the pairing of the two comes from the reflection \(\varphi\to-\varphi\), which also leaves \(L^2\) unchanged.

## Lemma 2: the Laplacian

\[
L^2=-r^2\nabla^2+D^2+(d-2)D .
\]

*Proof.* Expanding the square and exchanging the names \(i,j\) in half of the terms,

\[
-L^2=\frac12\sum_{ij}(x_i\partial_j-x_j\partial_i)^2
=\sum_{ij}\left(x_i\partial_jx_i\partial_j-x_i\partial_jx_j\partial_i\right).
\]

In the first term \(\partial_jx_i=x_i\partial_j+\delta_{ij}\), so its sum is \(r^2\nabla^2+D\). In the second, \(\sum_j\partial_jx_j=D+d\), and \(D\partial_i=\partial_iD-\partial_i\). Hence

\[
\sum_i x_i(D+d)\partial_i=\sum_i x_i\partial_iD-D+dD=D^2+(d-1)D .
\]

Subtracting, \(-L^2=r^2\nabla^2+D-D^2-(d-1)D=r^2\nabla^2-D^2-(d-2)D\). ∎

Since \(D^2=(r\partial_r)^2=r^2\partial_r^2+r\partial_r\), division by \(r^2\) gives

\[
\nabla^2=\partial_r^2+\frac{d-1}{r}\partial_r-\frac{L^2}{r^2}.
\]

Each \(L_{ij}\) annihilates functions of \(r\), because \((x_i\partial_j-x_j\partial_i)f(r)=(x_ix_j-x_jx_i)f'/r=0\). Thus \(L^2\) acts on the angles alone.

## Lemma 3: harmonic polynomials

Let \(P_l\) be the homogeneous polynomials of degree \(l\), and \(H_l\) those with \(\nabla^2h=0\). Then \(P_l=H_l\oplus r^2P_{l-2}\) for \(l\ge2\), and \(\dim H_l=g(d,l)\).

*Proof.* Define an inner product in which different monomials are orthogonal and \(x_1^{\alpha_1}\cdots x_d^{\alpha_d}\) has squared norm \(\alpha_1!\cdots\alpha_d!\). Multiplication by \(x_i\) is then the adjoint of \(\partial_i\). To see this, compare \(\langle x_ix^\alpha,x^\beta\rangle\) with \(\langle x^\alpha,\partial_ix^\beta\rangle\). Both vanish unless \(\beta\) is \(\alpha\) with its \(i\)th exponent raised by one. In that case the first is \(\prod_k\beta_k!\), and the second is \(\beta_i\prod_k\alpha_k!\), the same number. It follows that multiplication by \(r^2\) is the adjoint of \(\nabla^2\).

Suppose \(q\in P_{l-2}\) is orthogonal to every \(\nabla^2p\) with \(p\in P_l\). Then \(\langle r^2q,p\rangle=\langle q,\nabla^2p\rangle=0\) for all \(p\), so \(r^2q=0\) and \(q=0\). Hence \(\nabla^2\) maps \(P_l\) onto \(P_{l-2}\). By the same adjoint relation, its kernel \(H_l\) is the orthogonal complement of \(r^2P_{l-2}\), which is the stated decomposition.

A monomial of degree \(l\) distributes \(l\) units among \(d\) exponents, so \(\dim P_l=\binom{l+d-1}{d-1}\). For \(l\ge2\),

\[
\begin{aligned}
\dim H_l&=\binom{l+d-1}{d-1}-\binom{l+d-3}{d-1}\\
&=\frac{(l+d-3)!}{l!\,(d-1)!}\left[(l+d-1)(l+d-2)-l(l-1)\right].
\end{aligned}
\]

The bracket is \(2(d-1)l+(d-1)(d-2)=(d-1)(2l+d-2)\). Cancelling \(d-1\) against \((d-1)!\) gives \(g(d,l)\). For \(l=0\) and \(l=1\) every polynomial is harmonic, and the dimensions are \(1\) and \(d\). The closed form also gives \(d\) at \(l=1\). ∎

## Proof of part (a)

On \(h\in H_l\), Euler's relation gives \(Dh=lh\), while \(\nabla^2h=0\). By Lemma 2,

\[
L^2h=\left[l^2+(d-2)l\right]h=l(l+d-2)h .
\]

Writing \(h=r^lY\), the function \(Y\) on the sphere has the same eigenvalue. Different \(h\) give different \(Y\), so the eigenvalue has at least \(g(d,l)\) independent eigenfunctions.

It remains to show that nothing is missing. Repeating the decomposition of Lemma 3 writes any homogeneous polynomial as \(h_l+r^2h_{l-2}+r^4h_{l-4}+\cdots\). On the sphere \(r=1\), so every polynomial becomes a sum of harmonic ones. Polynomials are dense in the continuous functions on the sphere, and hence in the square-integrable ones.

Each \(L_{ij}\) is \(-i\) times the derivative with respect to the rotation angle in the \(ij\) plane. Rotations preserve the measure on the sphere, and the angle is periodic, so integration by parts leaves no boundary term. Thus \(L_{ij}\) and \(L^2\) are Hermitian. If \(L^2f=\lambda f\), then

\[
\left[\lambda-l(l+d-2)\right]\langle Y,f\rangle=0
\]

for every harmonic \(Y\) of degree \(l\). Were \(\lambda\) not among the listed values, \(f\) would be orthogonal to a dense set and vanish. Successive listed values differ by

\[
(l+1)(l+d-1)-l(l+d-2)=2l+d-1>0 ,
\]

so they are distinct. An eigenfunction belonging to one \(l\) is orthogonal to all the other harmonic spaces, and by density it lies in the finite-dimensional space of degree \(l\). The degeneracy is therefore \(g(d,l)\). ∎

**Remark (familiar dimensions).** For \(d=2\) the eigenvalue is \(l^2\), with degeneracy 2 for \(l\ge1\), from \(e^{\pm il\varphi}\). For \(d=3\) one recovers \(l(l+1)\) and \(2l+1\). For \(d=4\) the results are \(l(l+2)\) and \((l+1)^2\). Diagonalizing \(L^2\) on the quartic polynomials in four variables gives 24, 8 and 0 with multiplicities 25, 9 and 1. These belong to \(l=4,2,0\), and their sum \(25+9+1=35\) equals \(\binom73\), the number of quartic monomials.

## Proof of part (b)

With \(\psi=RY\), the Schrödinger equation is

\[
-\frac12\left[R''+\frac{d-1}{r}R'-\frac{l(l+d-2)}{r^2}R\right]+VR=ER .
\]

Set \(s=(d-1)/2\) and \(R=r^{-s}u\). Then

\[
R'=r^{-s}\left(u'-\frac sru\right),\qquad
R''=r^{-s}\left(u''-\frac{2s}{r}u'+\frac{s(s+1)}{r^2}u\right).
\]

Since \(d-1=2s\), the first derivatives of \(u\) cancel:

\[
R''+\frac{2s}{r}R'
=r^{-s}\left[u''+\frac{s(s+1)-2s^2}{r^2}u\right]
=r^{-s}\left[u''-\frac{s(s-1)}{r^2}u\right].
\]

Here \(s(s-1)=(d-1)(d-3)/4=[(d-2)^2-1]/4\). Adding the angular eigenvalue gives

\[
l(l+d-2)+\frac{(d-1)(d-3)}4
=l^2+l(d-2)+\frac{(d-2)^2}{4}-\frac14=\Lambda^2-\frac14 .
\]

Multiplication by \(r^s\) completes the proof. ∎

The centrifugal term thus has two sources. One is the angular motion. The other comes from removing the volume factor \(r^{d-1}\), and it does not depend on \(l\). The second is attractive for \(d=2\), zero for \(d=3\) and repulsive for \(d>3\). The radial equation depends on the sum alone, so it cannot tell the two apart.

## Proof of part (c)

For the partner pair,

\[
\Lambda'=(l-1)+\frac{(d+2)-2}{2}=l+\frac{d-2}{2}=\Lambda ,
\]

so the differential equations for \(u\) agree. Equal energies also require equal boundary conditions. Near \(r=0\) the assumed bound on \(V\) makes the inverse-square term dominate. Trying \(u\sim r^a\) gives \(a(a-1)=\Lambda^2-\frac14\), so \(a=\frac12\pm\Lambda\).

For the lower sign, \(|u|^2\sim r^{1-2\Lambda}\), whose integral at the origin diverges when \(\Lambda\ge1\). The conditions \(l\ge1\) and \(d\ge2\) do give \(\Lambda\ge1\). In both problems square integrability alone selects \(u\sim r^{\Lambda+1/2}\), and no separate boundary condition is left to choose. The normalization is also common, since \(\int|R|^2r^{d-1}dr=\int|u|^2dr\). Both problems therefore have the same bound energies and the same \(u\). Finally,

\[
R_{d,l}=r^{-(d-1)/2}u=r\,r^{-(d+1)/2}u=r\,R_{d+2,l-1}.\qquad∎
\]

**Remark (direct check).** Put \(R=rS\), so that \(R'=S+rS'\) and \(R''=2S'+rS''\). Then

\[
\begin{aligned}
&R''+\frac{d-1}{r}R'-\frac{l(l+d-2)}{r^2}R\\
&\quad=r\left[S''+\frac{d+1}{r}S'-\frac{l(l+d-2)-(d-1)}{r^2}S\right],
\end{aligned}
\]

and \(l(l+d-2)-(d-1)=(l-1)(l+d-1)\). This is the angular eigenvalue for \((d+2,l-1)\), and \(d+1\) is the coefficient proper to \(d+2\) dimensions. For \(d=3,l=1\) this is the opening calculation.

**Remark (chains).** Repeating the step \(l\) times reaches an s wave in \(d+2l\) dimensions, with \(R_{d,l}=r^lR_{d+2l,0}\). For \(d\ge2\) one has \(\Lambda\ge0\), so two pairs share the centrifugal coefficient if and only if \(2l+d=2l'+d'\). Even and odd dimensions do not mix.

**Remark (what is not preserved).** The multiplicity \(g\) belongs to the angular factor and generally changes: a p level in three dimensions has three states, its s partner in five dimensions one. The potential must also be kept as a function of \(r\). For \(V=-Z/r\) in both dimensions, insert \(u=r^ae^{-\kappa r}\) with \(a=\Lambda+\frac12\):

\[
-\frac12u''+\frac{a(a-1)}{2r^2}u-\frac Zru
=\left[\frac{a\kappa-Z}{r}-\frac{\kappa^2}{2}\right]u .
\]

Thus \(\kappa=Z/a\) and \(E=-Z^2/[2(\Lambda+\frac12)^2]\). This is \(-Z^2/8\) both for \((3,1)\) and for \((5,0)\). If the potential in five dimensions were instead taken from Gauss's law there, it would vary as \(r^{-3}\). The two problems would then differ, and the assumption at the origin would fail.

## Worked example: an anharmonic oscillator

Take \(V=\frac12r^2+0.1r^4\), with energies in \(\hbar\omega\) and lengths in \(\sqrt{\hbar/(m\omega)}\). The chain \((3,2)\to(5,1)\to(7,0)\) has \(\Lambda=\frac52\), and \(\Lambda^2-\frac14=6\). The two contributions are

- \((3,2)\): \(2\cdot3+0=6\);
- \((5,1)\): \(1\cdot4+2=6\);
- \((7,0)\): \(0+6=6\).

To test the prediction, the full Hamiltonian was diagonalized in products of Cartesian oscillator functions in three, five and seven dimensions, with no use of the radial equation in building the matrix. The angular momentum was selected by parity. A polynomial odd in \(x_1,\dots,x_l\) and even in the other coordinates contains the factor \(x_1\cdots x_l\), so this sector holds only angular momenta of at least \(l\), and \(x_1\cdots x_l\) is itself harmonic of degree \(l\). Since the centrifugal term grows with angular momentum, the lowest level of the sector is the lowest level with angular momentum \(l\). In all three dimensions it is 4.482247. The next radial excitation was identified as the eigenvalue of the sector nearest to the second level of the reduced equation, and it is 7.779015 in all three. A separate numerical solution of the reduced equation with coefficient 6 gives the same values to these digits. Relative to that solution, the Cartesian energies are too high by \(2.8\times10^{-8}\) and \(3.8\times10^{-7}\). These errors belong to the basis used: oscillator functions of frequency \(1.6\,\omega\), a choice suited to the quartic term, with at most \(l+12\) quanta. A basis of the same size with frequency \(\omega\) would give errors of about \(1\times10^{-6}\) and \(8\times10^{-4}\).

The Cartesian energies agree between dimensions even more closely than this, to all eight printed decimals. The reason lies in the truncation. Products with at most \(l+12\) quanta span, for a given \(Y\), the functions \(r^lY\,p(r^2)\) times a common Gaussian, where \(p\) has degree at most 6. The corresponding \(u\) is \(r^{l+(d-1)/2}=r^{\Lambda+1/2}\) times \(p\) and the Gaussian. These seven-dimensional function spaces coincide along the chain, so the truncation errors coincide too.

The size of the energy can be checked by hand. Without the quartic term, \(u_0=r^ae^{-r^2/2}\) with \(a=\Lambda+\frac12\) satisfies

\[
u_0''=\left[\frac{a(a-1)}{r^2}-(2a+1)+r^2\right]u_0 ,
\]

so \(E_0=a+\frac12=\Lambda+1=3.5\). This is the lowest level, since \(u_0\) has no node. The quartic term is positive, so it raises this value. Using \(u_0\) as a trial function gives an upper bound. The required mean value is a ratio of gamma functions:

\[
\langle r^4\rangle=\frac{\Gamma(a+\frac52)}{\Gamma(a+\frac12)}
=(\Lambda+1)(\Lambda+2)=3.5\times4.5=15.75 .
\]

Hence \(3.5<E<3.5+0.1\times15.75=5.075\), and 4.482 lies inside.

Counting all states at the energy 4.482247, over all parity sectors, gives multiplicities 5, 5 and 1. The formula agrees: \(g(3,2)=5\cdot2!/(2!\,1!)=5\), \(g(5,1)=5\cdot3!/(1!\,3!)=5\) and \(g(7,0)=1\). The equality of the first two is a numerical coincidence: for \(l\ge2\) the formula gives \(g(d,l)/g(d+2,l-1)=d(d-1)/[l(l+d-2)]\), which happens to be \(6/6\) here; the last member shows that equal radial energies do not imply equal numbers of states.

The wavefunctions follow the predicted powers. Scaled to 1 at \(r=1\), the ratios at \(r=2\) are \(R_{3,2}/R_{7,0}=4.000000\) and \(R_{5,1}/R_{7,0}=2.000000\), that is, \(r^2\) and \(r\).

Lowering \(l\) is essential. If \(d\) is raised from 3 to 5 while \(l=2\) is kept, then \(\Lambda=\frac72\) and the coefficient becomes \(\frac{49}{4}-\frac14=12\). The lowest \(l=2\) level moves to 5.957734, which is 1.475487 above the chain value. The sign is as expected: a larger repulsive term raises the energy. The full set of values is in the numerical output.

## Computed results

```
Angular spectrum on polynomials of degree 4 in d = 4:
  L^2 = 0 hbar^2, multiplicity 1
  L^2 = 8 hbar^2, multiplicity 9
  L^2 = 24 hbar^2, multiplicity 25
Potential V = r^2/2 + 0.1 r^4 (oscillator units)
Cartesian basis frequency = 1.6 omega
Radial functions per angular function = 7
d = 3, l = 2: L^2 = 6, (d-1)(d-3)/4 = 0, sum = 6
  Cartesian lowest level  = 4.48224698 hbar*omega
  Cartesian next radial   = 7.77901503 hbar*omega
  multiplicity of lowest level = 5
d = 5, l = 1: L^2 = 4, (d-1)(d-3)/4 = 2, sum = 6
  Cartesian lowest level  = 4.48224698 hbar*omega
  Cartesian next radial   = 7.77901503 hbar*omega
  multiplicity of lowest level = 5
d = 7, l = 0: L^2 = 0, (d-1)(d-3)/4 = 6, sum = 6
  Cartesian lowest level  = 4.48224698 hbar*omega
  Cartesian next radial   = 7.77901503 hbar*omega
  multiplicity of lowest level = 1
Reduced equation, lowest level = 4.482247 hbar*omega
Reduced equation, next level   = 7.779015 hbar*omega
Basis error, lowest level = 2.8e-08 hbar*omega
Basis error, next level   = 3.8e-07 hbar*omega
Radial function ratios, scaled to 1 at r = 1 (oscillator length):
  r = 0.5: R_3/R_7 = 0.250000, R_5/R_7 = 0.500000
  r = 1.0: R_3/R_7 = 1.000000, R_5/R_7 = 1.000000
  r = 1.5: R_3/R_7 = 2.250000, R_5/R_7 = 1.500000
  r = 2.0: R_3/R_7 = 4.000000, R_5/R_7 = 2.000000
Control d = 5, l = 2: lowest level = 5.957734 hbar*omega
Control minus chain level = 1.475487 hbar*omega
```
